**Static-kernel pair response: full inversion against the A, B eigenproblem**

The program tests that $L=L_0+L_0\Xi L$, with a static kernel $\Xi$ made of bare $v$ minus screened $W$, reduces to $L=(\omega N-M)^{-1}$ on occupied-virtual pairs. Here $L_0$ is the bare pair response, $N=\mathrm{diag}(1,-1)$, and $M$ has the blocks $A$, $B$, $B^*$, $A^*$. It asserts that $L_0$ from quadrature of two Green functions agrees with its closed form, and that $W$ satisfies its own Dyson equation. With random orbital phases, it solves for $L$ on all spin-orbital pairs and asserts that $L$ vanishes outside the kept pairs and equals the sum over eigenvectors inside them. Further assertions cover the positivity of $M$, the $\pm\Omega$ pairing, the singlet and triplet reduction, the Tamm-Dancoff bound for water, and the static polarizability from a self-consistent finite field. With $W$ replaced by $v$, the lowest singlet of water is compared with a separate time-dependent Hartree-Fock solver. The output gives lowest singlets of 24.883 eV for H$_2$ in STO-3G and 10.397 eV for water in 6-31G, both with Hartree-Fock orbital energies.

## Verification by program

```python
"""
Result under test: with a static kernel Xi = v - W, the pair response L(w) defined by
L = L0 + L0 Xi L lives only on occupied-virtual pairs, where L = (w N - M)^-1,
N = diag(1,-1), M = [[A, B], [B*, A*]], and its poles are the eigenvalues of N M.

Symbols (atomic units): e = orbital energies, no = number of occupied spatial orbitals,
v[p,q,r,s] = (pq|rs) with the first and third orbital conjugated, W = static RPA
screened interaction in the same index order, d = matrix of the coordinate z,
nu = imaginary frequency, alpha = zz polarizability, Omega = excitation energy.
Hartree-Fock orbital energies serve as quasiparticle energies.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants
from pyscf import gto, scf, tdscf

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
NU = 0.5


def build_system(atom, basis, unit):
    mol = gto.M(atom=atom, basis=basis, unit=unit, verbose=0)
    mf = scf.RHF(mol)
    mf.chkfile = None
    mf.conv_tol = 1e-12
    mf.kernel()
    assert mf.converged
    c, e, no = mf.mo_coeff, mf.mo_energy, mol.nelectron // 2
    v = np.einsum("uvwx,up,vq,wr,xs->pqrs", mol.intor("int2e"), c, c, c, c,
                  optimize=True)
    d = c.T @ mol.intor("int1e_r")[2] @ c
    n = len(e)
    gaps = (e[None, no:] - e[:no, None]).ravel()
    pair = v[:no, no:, :no, no:].reshape(len(gaps), len(gaps))
    v_ov = v[:, :, :no, no:].reshape(n * n, len(gaps))
    screening = 4 * v_ov @ np.linalg.solve(np.diag(gaps) + 4 * pair, v_ov.T)
    w = v - screening.reshape(v.shape)
    return dict(mf=mf, e=e, no=no, v=v, w=w, d=d, gaps=gaps)


def spin_adapted_blocks(s, w, bare_factor):
    """bare_factor is 2 for singlets and 0 for triplets; real orbitals."""
    no, m = s["no"], len(s["gaps"])
    bare = bare_factor * s["v"][:no, no:, :no, no:].reshape(m, m)
    direct = w[:no, :no, no:, no:].transpose(0, 2, 1, 3).reshape(m, m)
    crossed = w[:no, no:, :no, no:].transpose(0, 3, 2, 1).reshape(m, m)
    return np.diag(s["gaps"]) + bare - direct, bare - crossed


def real_roots(a, b):
    low = np.linalg.cholesky(a - b)
    return np.sqrt(np.linalg.eigvalsh(low.T @ (a + b) @ low))


def bare_pair_response(e, mu, nu, points=600):
    """Integral of two Green functions along the imaginary axis through mu."""
    theta = -np.pi / 2 + np.pi * (np.arange(points) + 0.5) / points
    scale = 2.5
    x = scale * np.tan(theta)
    weight = scale / np.cos(theta) ** 2 * np.pi / points / (2 * np.pi)
    g_shifted = 1 / (1j * (x[:, None] + nu) + mu - e[None, :])
    g_plain = 1 / (1j * x[:, None] + mu - e[None, :])
    return np.einsum("k,kp,kq->pq", weight, g_shifted, g_plain)


def finite_field_alpha(s, field=5e-4):
    """Static response from self-consistent density matrices at +field and -field."""
    no, e = s["no"], s["e"]
    p0 = np.diag((np.arange(len(e)) < no).astype(float))
    moments = []
    for lam in (field, -field):
        p = p0.copy()
        for _ in range(1000):
            dp = p - p0
            f = (np.diag(e) + lam * s["d"]
                 + 2 * np.einsum("pqrs,rs->pq", s["v"], dp)
                 - np.einsum("prsq,rs->pq", s["w"], dp))
            orb = np.linalg.eigh(f)[1][:, :no]
            new = orb @ orb.T
            change = np.abs(new - p).max()
            p = new
            if change < 1e-12:
                break
        assert change < 1e-12
        moments.append(2 * np.sum(s["d"] * (p - p0)))
    return -(moments[0] - moments[1]) / (2 * field)


def check_pair_inversion(s, seed):
    """Spin orbitals with random phases; full pair space against the eigenproblem."""
    n, o = 2 * len(s["e"]), 2 * s["no"]
    spatial, spin = np.arange(n) // 2, np.arange(n) % 2
    same = (spin[:, None] == spin[None, :]).astype(float)
    u = np.exp(2j * np.pi * np.random.default_rng(seed).random(n))
    one = same * np.conj(u)[:, None] * u[None, :]
    two = one[:, :, None, None] * one[None, None, :, :]
    grid = np.ix_(spatial, spatial, spatial, spatial)
    v, w = s["v"][grid] * two, s["w"][grid] * two
    d = (s["d"][np.ix_(spatial, spatial)] * one).ravel()
    e = s["e"][spatial]
    mu = 0.5 * (e[o - 1] + e[o])
    occ = (np.arange(n) < o).astype(float)

    # frequency integral against its closed form, all pairs included
    l0 = {}
    for nu in (0.0, NU):
        l0[nu] = bare_pair_response(e, mu, nu)
        numer = occ[None, :] - occ[:, None]
        denom = 1j * nu - (e[:, None] - e[None, :])
        closed = np.where(numer != 0, numer / np.where(numer != 0, denom, 1), 0)
        assert np.abs(l0[nu] - closed).max() < 1e-10

    # screened interaction must satisfy W = v + v L0(0) W
    hartree = v.transpose(0, 1, 3, 2).reshape(n * n, n * n)
    w_mat = w.reshape(n * n, n * n)
    residual = w_mat - v.reshape(n * n, n * n) - hartree @ (
        l0[0.0].ravel()[:, None] * w_mat)
    assert np.abs(residual).max() < 1e-9

    # blocks and effective Hamiltonian
    nv = n - o
    m = nv * o
    a = (v[o:, :o, :o, o:].transpose(0, 1, 3, 2)
         - w[o:, o:, :o, :o].transpose(0, 3, 1, 2)).reshape(m, m)
    a = a + np.diag((e[o:, None] - e[None, :o]).ravel())
    b = (v[o:, :o, o:, :o]
         - w[o:, :o, o:, :o].transpose(0, 3, 2, 1)).reshape(m, m)
    assert np.abs(a - a.conj().T).max() < 1e-10
    assert np.abs(b - b.T).max() < 1e-10
    big_m = np.block([[a, b], [b.conj(), a.conj()]])
    metric = np.diag(np.r_[np.ones(m), -np.ones(m)]).astype(complex)
    lowest_m = np.linalg.eigvalsh(big_m)[0]
    assert lowest_m > 0
    inverse_omega, z = eigh(metric, big_m)
    omega = 1 / inverse_omega
    zeta = z / np.sqrt(np.abs(inverse_omega))
    direct = np.linalg.eigvals(metric @ big_m)
    assert np.abs(direct.imag).max() < 1e-6
    assert np.allclose(np.sort(direct.real), np.sort(omega), atol=1e-6)
    assert np.allclose(np.sort(omega), np.sort(-omega), atol=1e-8)

    # Dyson equation on every pair against the sum over eigenvectors
    xi = (v.transpose(0, 1, 3, 2) - w.transpose(0, 3, 1, 2)).reshape(n * n, n * n)
    virt, hole = np.meshgrid(np.arange(o, n), np.arange(o), indexing="ij")
    index = np.r_[(virt * n + hole).ravel(), (hole * n + virt).ravel()]
    alpha_full, alpha_sum = {}, {}
    for nu in (0.0, NU):
        diag0 = l0[nu].ravel()
        full = np.linalg.solve(np.eye(n * n) - diag0[:, None] * xi, np.diag(diag0))
        spectral = (zeta * (np.sign(omega) / (1j * nu - omega))) @ zeta.conj().T
        assert np.abs(full[np.ix_(index, index)] - spectral).max() < 1e-8
        outside = full.copy()
        outside[np.ix_(index, index)] = 0
        assert np.abs(outside).max() < 1e-9
        alpha_full[nu] = -(d.conj() @ full @ d).real
        dn = d[index]
        alpha_sum[nu] = -(dn.conj() @ spectral @ dn).real
        assert abs(alpha_full[nu] - alpha_sum[nu]) < 1e-7

    # spin adaptation: each singlet once, each triplet three times
    singlet = real_roots(*spin_adapted_blocks(s, s["w"], 2))
    triplet = real_roots(*spin_adapted_blocks(s, s["w"], 0))
    union = np.sort(np.r_[singlet, np.repeat(triplet, 3)])
    assert np.allclose(union, np.sort(omega[omega > 0]), atol=1e-7)

    alpha_field = finite_field_alpha(s)
    assert abs(alpha_field / alpha_full[0.0] - 1) < 2e-4  # cubic field terms remain
    return dict(singlet=singlet, triplet=triplet, full=alpha_full, total=alpha_sum,
                field=alpha_field, all_pairs=n * n, kept=2 * m, lowest_m=lowest_m)


def show(label, value, unit="hartree", digits=5):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


# ---- hydrogen molecule: one spatial pair ----
bond = 1.4
h2 = build_system(f"H 0 0 0; H 0 0 {bond}", "sto-3g", "Bohr")
r = check_pair_inversion(h2, 1)
print("H2, STO-3G, Hartree-Fock orbital energies")
show("bond length", bond, "bohr", 1)
show("e_i", h2["e"][0])
show("e_a", h2["e"][1])
show("gap e_a - e_i", h2["gaps"][0])
show("(ia|ia)", h2["v"][0, 1, 0, 1])
show("(ii|aa)", h2["v"][0, 0, 1, 1])
show("(ii|ia) magnitude", abs(h2["v"][0, 0, 0, 1]))
show("(ii|W|aa)", h2["w"][0, 0, 1, 1])
show("(ia|W|ia)", h2["w"][0, 1, 0, 1])
for name, factor, key in (("singlet", 2, "singlet"), ("triplet", 0, "triplet")):
    a_mat, b_mat = spin_adapted_blocks(h2, h2["w"], factor)
    a1, b1 = a_mat[0, 0], b_mat[0, 0]
    root = np.sqrt(a1 ** 2 - b1 ** 2)
    assert abs(root - r[key][0]) < 1e-9
    vals, vecs = np.linalg.eig(np.array([[a1, b1], [-b1, -a1]]))
    x, y = vecs[:, np.argmax(vals)]
    norm = np.sqrt(x * x - y * y) * np.sign(x)
    show(name + " A", a1)
    show(name + " B", b1)
    show(name + " Omega", root)
    show(name + " Omega", root * HARTREE_EV, "eV", 3)
    show(name + " X", x / norm, "")
    show(name + " Y", y / norm, "")
    if factor == 2:
        dip2 = h2["d"][0, 1] ** 2
        for nu in (0.0, NU):
            hand = 4 * dip2 * (a1 - b1) / (root ** 2 + nu ** 2)
            assert abs(hand - r["full"][nu]) < 1e-8
show("|z_ia|", np.sqrt(dip2), "bohr")
show("alpha(0), all-pair inversion", r["full"][0.0], "a.u.")
show("alpha(0), finite field", r["field"], "a.u.")
show(f"alpha(i nu), nu = {NU} hartree", r["full"][NU], "a.u.")

# ---- water: many pairs ----
oh, angle = 0.96, 104.5
half = np.radians(angle / 2)
hy, hz = oh * np.sin(half), oh * np.cos(half)
water = build_system(f"O 0 0 0; H 0 {hy} {hz}; H 0 {-hy} {hz}", "6-31g", "Angstrom")
r = check_pair_inversion(water, 2)
print("Water, 6-31G, Hartree-Fock orbital energies")
show("O-H length", oh, "angstrom", 2)
show("H-O-H angle", angle, "degree", 1)
print("occupied, virtual spatial orbitals:", water["no"],
      len(water["e"]) - water["no"])
print("spin-orbital pairs, all and kept:", r["all_pairs"], r["kept"])
show("lowest eigenvalue of M", r["lowest_m"])
show("smallest orbital gap", water["gaps"].min())
for name, factor in (("singlet", 2), ("triplet", 0)):
    a_mat, b_mat = spin_adapted_blocks(water, water["w"], factor)
    tda = np.linalg.eigvalsh(a_mat)[0]
    assert r[name][0] <= tda + 1e-10
    show(f"lowest {name}, A and B", r[name][0])
    show(f"lowest {name}, A and B", r[name][0] * HARTREE_EV, "eV", 3)
    show(f"lowest {name}, B = 0", tda)
unscreened = real_roots(*spin_adapted_blocks(water, water["v"], 2))[0]
td = tdscf.TDHF(water["mf"])
td.verbose = 0
td.nstates = 3
td.kernel()
assert abs(np.min(td.e) - unscreened) < 1e-5  # iterative eigensolver
show("lowest singlet, W replaced by v", unscreened)
show("alpha(0), all-pair inversion", r["full"][0.0], "a.u.", 4)
show("alpha(0), sum over roots", r["total"][0.0], "a.u.", 4)
show("alpha(0), finite field", r["field"], "a.u.", 4)
show(f"alpha(i nu), nu = {NU}, inversion", r["full"][NU], "a.u.", 4)
show(f"alpha(i nu), nu = {NU}, sum over roots", r["total"][NU], "a.u.", 4)
print("success")
```

Printed output:

```
H2, STO-3G, Hartree-Fock orbital energies
bond length: 1.4 bohr
e_i: -0.57820 hartree
e_a: 0.67027 hartree
gap e_a - e_i: 1.24847 hartree
(ia|ia): 0.18126 hartree
(ii|aa): 0.66356 hartree
(ii|ia) magnitude: 0.00000 hartree
(ii|W|aa): 0.66356 hartree
(ia|W|ia): 0.11467 hartree
singlet A: 0.94742 hartree
singlet B: 0.24785 hartree
singlet Omega: 0.91443 hartree
singlet Omega: 24.883 eV
singlet X: 1.00898
singlet Y: -0.13432
triplet A: 0.58491 hartree
triplet B: -0.11467 hartree
triplet Omega: 0.57356 hartree
triplet Omega: 15.607 eV
triplet X: 1.00493
triplet Y: 0.09947
|z_ia|: 0.93102 bohr
alpha(0), all-pair inversion: 2.90075 a.u.
alpha(0), finite field: 2.90075 a.u.
alpha(i nu), nu = 0.5 hartree: 2.23310 a.u.
Water, 6-31G, Hartree-Fock orbital energies
O-H length: 0.96 angstrom
H-O-H angle: 104.5 degree
occupied, virtual spatial orbitals: 5 8
spin-orbital pairs, all and kept: 676 320
lowest eigenvalue of M: 0.33601 hartree
smallest orbital gap: 0.70436 hartree
lowest singlet, A and B: 0.38208 hartree
lowest singlet, A and B: 10.397 eV
lowest singlet, B = 0: 0.38286 hartree
lowest triplet, A and B: 0.35080 hartree
lowest triplet, A and B: 9.546 eV
lowest triplet, B = 0: 0.35171 hartree
lowest singlet, W replaced by v: 0.34317 hartree
alpha(0), all-pair inversion: 4.0340 a.u.
alpha(0), sum over roots: 4.0340 a.u.
alpha(0), finite field: 4.0340 a.u.
alpha(i nu), nu = 0.5, inversion: 2.5847 a.u.
alpha(i nu), nu = 0.5, sum over roots: 2.5847 a.u.
success
```
